# Commensurate Limit of a Frank–van der Merwe Monolayer

Before computing a strained monolayer on a crystal, one must choose the cell. A coherent cell puts one film atom on each substrate site and is small. A cell that allows misfit walls must hold many substrate periods: with a film spacing of 0.256 nm on a period of 0.271 nm, 18 film atoms span 17 periods. Relaxing the coherent cell cannot settle the choice, because its periodicity excludes walls from the start. An energy criterion is needed, and two numbers from small calculations supply it: the stiffness of the layer and the corrugation it feels when it slides.

## The model and its conventions

Take a row of film atoms at \(x_n=nb+u_n\), where \(b\) is the substrate period and \(u_n\) the displacement from registry. The natural spacing is \(b(1+f)\), so \(f>0\) means a film too large for its substrate, held in compression, and \(f<0\) a film held in tension. With harmonic springs \(k\) and a rigid sinusoidal substrate,
\[
E_{\rm row}=\sum_n\left[\frac k2(u_{n+1}-u_n-bf)^2+v\left(1-\cos\frac{2\pi u_n}{b}\right)\right]. \tag{1}
\]
The number of atoms is fixed. A layer fed from outside would need a chemical-potential term as well.

If \(u\) varies slowly from atom to atom, \(u_{n+1}-u_n\simeq bu'(x)\) and \(\sum_n\to\int dx/b\). Here \(x=nb\) labels atoms by their registered positions. Dividing by the row width \(w\) gives the energy per width of layer,
\[
E=\int_0^L\left[\frac C2(u'-f)^2+P(u)\right]dx,\qquad P(u)=V\left(1-\cos\frac{2\pi u}{b}\right), \tag{2}
\]
with \(C=kb/w\) and \(V=v/(bw)\), hence \(V/C=v/(kb^2)\). The amplitude \(V\) is half the valley-to-peak corrugation \(W=2V\).

The commensurate state \(u=0\) has energy \(Cf^2L/2\). Expanding the square in (2) and subtracting this constant leaves
\[
\Delta E=\int_0^L\left[\frac C2u'^2+P(u)\right]dx-Cf\,[u(L)-u(0)]. \tag{3}
\]
The misfit enters through the net slip alone. Reversing the signs of both \(u\) and \(f\) leaves (3) unchanged, so it is enough to treat \(f>0\) and write \(|f|\) in the results.

## One wall and its energy

A wall carries the layer from one well, \(u=0\), to the next, \(u=b\). Varying (3) inside the layer gives the balance of forces
\[
Cu''=P'(u)=\frac{2\pi V}{b}\sin\frac{2\pi u}{b}. \tag{4}
\]
Multiply by \(u'\) and integrate: \(Cu'^2/2=P(u)+\varepsilon\). Far from a single wall both \(u'\) and \(P\) vanish, so \(\varepsilon=0\). Since \(P=2V\sin^2(\pi u/b)\), the rising solution obeys
\[
u'=2S\sin\frac{\pi u}{b},\qquad S=\sqrt{\frac VC}. \tag{5}
\]
Separating variables, with \(u=b/2\) at \(x=0\),
\[
\frac b\pi\ln\tan\frac{\pi u}{2b}=2Sx
\quad\Rightarrow\quad
u=\frac{2b}{\pi}\arctan e^{x/l},\qquad l=\frac{b}{2\pi S}. \tag{6}
\]
This is the sine-Gordon soliton. A stiff layer on a weak corrugation has wide walls. The continuum step behind (2) needs \(l\) to be large against \(b\), which means \(S\ll1/2\pi\).

By (5) the elastic and corrugation energies are equal at every point of the wall. Their sum is \(Cu'^2\), and changing variable from \(x\) to \(u\) gives
\[
E_w=\int Cu'^2dx=\int_0^bCu'\,du
=2\sqrt{CV}\int_0^b\sin\frac{\pi u}{b}\,du=\frac{4b}{\pi}\sqrt{CV}. \tag{7}
\]
The last integral is \(2b/\pi\).

## The threshold, for any arrangement of walls

One wall slips the layer by \(b\), so by (3) the misfit does work \(C|f|b\). It pays for the wall when \(C|f|b>E_w\). The period cancels, and the threshold is
\[
f_c=\frac4\pi\sqrt{\frac VC}. \tag{8}
\]
In terms of the full corrugation the prefactor is \(2\sqrt2/\pi\). Putting \(W\) where (8) wants \(V\) overstates the threshold by \(\sqrt2\).

The balance for one wall does not yet exclude a crowd of walls or some other distortion. For any \(u(x)\), the inequality \((\sqrt{C/2}\,|u'|-\sqrt P)^2\ge0\) gives
\[
\frac C2u'^2+P(u)\ge|u'|\,g(u),\qquad g(u)=\sqrt{2CP}=2\sqrt{CV}\left|\sin\frac{\pi u}{b}\right|. \tag{9}
\]
Let the ends lie in wells, with \(u(L)-u(0)=Nb\). The integral of \(|u'|g\) is at least the magnitude of \(\int g\,du\), which is \(|N|E_w\) by (7). Therefore
\[
\Delta E\ge|N|\,(E_w-C|f|b). \tag{10}
\]
Below \(f_c\) no slip of either sign lowers the energy. With \(N=0\), (3) is a sum of non-negative terms, so distortion without slip does not help either. Above \(f_c\), one wall in a long enough layer has negative energy. Equation (8) is thus the limit of the commensurate ground state of (2), and not merely an estimate from one trial shape.

Free ends need not sit in wells. Let \(G(u)=\int_0^ug\,du\). The function \(G(u)-E_wu/b\) is periodic, hence bounded, so (9) gives
\[
\Delta E\ge\left(\frac{E_w}{b}-C|f|\right)|u(L)-u(0)|-K, \tag{11}
\]
where \(K\) does not depend on \(L\). Below threshold a state with \(\Delta E\le0\) therefore has a total slip that stays bounded as the layer grows. The edges relax, but no finite density of walls appears.

The continuum step can be tested on the atomic chain (1). For \(S=0.01\), relaxing one wall in a chain of 401 bonds gives a threshold of 1.27317%, against 1.27324% from (8).

## Above the threshold

For equally spaced walls the constant \(\varepsilon\) in the first integral is positive. The distance \(D\) between walls and the energy \(e\) per wall, without misfit work, are
\[
D=\int_0^b\frac{du}{u'}=\int_0^b\sqrt{\frac{C}{2(P+\varepsilon)}}\,du,\qquad
e=J-\varepsilon D,\qquad J=\int_0^b\sqrt{2C(P+\varepsilon)}\,du. \tag{12}
\]
The form of \(e\) follows from \(Cu'^2/2+P=Cu'^2-\varepsilon\). Since \(dJ/d\varepsilon=D\), we find \(de/dD=-\varepsilon<0\): walls of equal sign repel. This is why they enter gradually and not all at once.

The energy per length is \((e-C|f|b)/D\). Setting its derivative with respect to \(D\) to zero gives \(-\varepsilon D=e-C|f|b\), or
\[
J(\varepsilon)=C|f|b. \tag{13}
\]
At \(\varepsilon=0\), \(J=E_w\) and (8) returns. As \(\varepsilon\to0\) the integrand for \(D\) grows near the wells, where \(P\) is quadratic in \(u\), and \(D\) diverges as \(l\ln(V/\varepsilon)\) to leading order. The wall density therefore starts from zero but rises steeply. In the opposite limit \(\varepsilon\gg V\), (13) gives \(\sqrt{2C\varepsilon}=C|f|\), so \(u'\simeq f\): the layer has its natural spacing and hardly feels the substrate.

## Why a coherent layer may persist beyond the limit

A wall has to enter somewhere, and at a free edge there is a barrier. Let the interior be in a well and the edge have displacement \(u_e\) between 0 and \(b\). By (9), with equality for the profile (5), the least energy for given \(u_e\) is
\[
\Delta E(u_e)=G(u_e)-Cfu_e,\qquad
\frac{d\Delta E}{du_e}=2\sqrt{CV}\sin\frac{\pi u_e}{b}-Cf. \tag{14}
\]
The derivative vanishes at two points when \(f<2S\). The one with \(u_e<b/2\) is a minimum, since the sine rises there; the other is the top of the barrier. They merge at
\[
f_{\rm edge}=2\sqrt{\frac VC}=\frac\pi2f_c. \tag{15}
\]
Between \(f_c\) and \(f_{\rm edge}\) the coherent layer is metastable in this model at zero temperature. A relaxation started from registry can stay coherent throughout this range even in a large cell with free edges. To find the ground state, one must also start from layers with different numbers of walls and compare the relaxed energies. A single starting wall is not enough, because the edge barrier can keep further walls out.

## Copper on a ruthenium liner

Ruthenium can serve as a liner beneath copper in chip interconnects. The model takes a flat close-packed ruthenium face, whereas a real liner is a polycrystalline film. Rough values for one copper layer, all borrowed from bulk copper and not computed for a single layer, are a natural spacing of 0.256 nm, a thickness \(h=0.21\) nm, Young modulus \(E_f=130\) GPa and Poisson ratio \(\nu=0.5\) in the close-packed plane. The substrate period is 0.271 nm. For the corrugation, take a rough hopping barrier of 0.10 eV per atom, so \(v=0.05\) eV. The misfit is
\[
f=\frac{0.256}{0.271}-1=-5.54\%,
\]
and the layer is in tension. The area per atom is \((\sqrt3/2)b^2=0.0636\ \mathrm{nm^2}\). With the transverse strain held and the top surface free, \(C=E_fh/(1-\nu^2)\). Thus
\[
V=\frac{0.05\ \mathrm{eV}}{0.0636\ \mathrm{nm^2}}=0.126\ \mathrm{J/m^2},\qquad
C=\frac{130\times0.21}{0.75}\ \mathrm{N/m}=36.4\ \mathrm{N/m}.
\]
Then \(S=0.0588\) and
\[
f_c=\frac4\pi(0.0588)=7.49\%.
\]
The misfit is 0.74 of the threshold, and the model's ground state is coherent. The edge limit (15) is 11.8%.

The energies show the same margin. A wall costs 4.61 eV/nm and the misfit work returns 3.41 eV/nm. The net cost is 1.20 eV/nm, or 0.28 eV for each atomic row, whose width is \(0.0636/0.271=0.235\) nm. In a layer in tension a wall contains an extra atom per row relative to registry. A supply that offers more than about 0.28 eV per atom, measured from the energy change when the coherent layer grows by one atom, would therefore favour walls even below \(f_c\).

The coherent layer carries a tension \(C|f|=2.0\) N/m, equivalent to 9.6 GPa over its thickness. This counts misfit along one axis and assumes linear elasticity at more than 5% strain, which already casts doubt on the harmonic springs.

## Corrections that compete with the margin

**Misfit along both axes.** The hexagonal layer is misfitted in both directions. An isotropic layer has elastic energy density \(C(e_1^2+e_2^2)/2+\nu Ce_1e_2\). For a first straight wall, \(e_1=u'-f\) and \(e_2=-f\). The terms linear in \(u'\) are \(-C(1+\nu)fu'\), while the quadratic term is unchanged. The wall energy stays the same and the work grows by \(1+\nu\), so
\[
f_c^{\rm biaxial}=\frac{f_c}{1+\nu}=4.99\%. \tag{16}
\]
This lies below the 5.54% misfit and reverses the verdict.

**Anharmonic springs.** Replace the elastic density by the Morse form \(C(1-e^{-gs})^2/(2g^2)\simeq Cs^2(1-gs)/2\), where \(s\) is the extension. In tension \(s=|f|-r\), with \(r=|u'|\) the relief inside a wall. To first order the wall shape may be kept, since it is stationary. The cubic term changes the wall energy by
\[
\delta E=-\frac{Cg}{2}\int\left(-3f^2r+3|f|r^2-r^3\right)dx. \tag{17}
\]
From (5), \(\int r\,dx=b\), \(\int r^2dx=\int r\,du=4Sb/\pi\) and \(\int r^3dx=\int r^2du=2S^2b\). At \(|f|=4S/\pi\) the first two terms cancel, and \(\delta E=CgS^2b\). The extra work \(C\,\delta f\,b\) must match it, so \(\delta f=gV/C\) in tension. In compression \(s\) changes sign, and so does the shift. With a rough \(g=3.5\), the threshold rises to 8.70% to first order and to 9.01% with the full Morse form in the continuum model.

**Atoms instead of a continuum.** Here \(l=0.73\) nm, only 2.7 periods. A relaxed chain nevertheless gives 7.48%, lower than (8) by 0.2% of its value. The hexagonal surface has two kinds of hollow. If they were equally deep and gave two equal wells per repeat, with \(v\) held fixed, the chain would give 7.43%. The sideways shear of such split walls is left out, and it is larger than these shifts. A slip of \(b/2\) along the row comes with \(b/(2\sqrt3)\) across it, resisted by the shear stiffness \(C(1-\nu)/2\). On a straight path \(C\) in the wall energy becomes \(C[1+(1-\nu)/6]\), which raises the continuum threshold by 4%, to 7.80%, and the biaxial one to 5.20%, still below the misfit.

**An elastic substrate.** Let \(E'\) be the substrate's plane-strain modulus. The stress function \(\chi=Aye^{-qy}\cos qx\), with \(y\) the depth, satisfies the biharmonic equation. At the surface it gives \(\sigma_{yy}=0\), traction \(t=-Aq\sin qx\) on the solid and strain \(\sigma_{xx}/E'=-2Aq\cos qx/E'\). Integrating the strain gives the surface displacement \(2t/(E'q)\).

A wall exerts the traction \(\tau=P'(u)=Cu''\). If the substrate surface moves by \(\eta\), the corrugation energy changes by \(-\int\tau\eta\,dx\) to leading order and the substrate stores \(\frac12\int\tau\eta\,dx\). The net gain is \(\frac12\int\tau\eta\,dx\). By (6), \(u'=(b/\pi l)\,\mathrm{sech}(x/l)\). Its Fourier transform is \(b\,\mathrm{sech}(\pi ql/2)\), as follows by shifting the contour by \(i\pi l\) and collecting the one enclosed pole. Hence
\[
\delta E_w=-\frac{C^2b^2}{\pi E'}\int_0^\infty q\,\mathrm{sech}^2\frac{\pi ql}{2}\,dq
=-\frac{16\ln2}{\pi}\frac{CV}{E'}. \tag{18}
\]
The second form uses \(\int_0^\infty z\,\mathrm{sech}^2z\,dz=\ln2\) and \(l^2=b^2C/(4\pi^2V)\). For a rough \(E'=480\) GPa the threshold falls to 7.15% at this leading order; letting the wall reshape as the substrate yields gives 7.16%.

**Heat.** In the harmonic approximation, a mode of phase \(p\) along one row has stiffness \(\kappa+2k(1-\cos p)\), where \(\kappa=v(2\pi/b)^2\). Averaging \(k_BT\) over this stiffness gives
\[
\langle u^2\rangle=\int_{-\pi}^{\pi}\frac{dp}{2\pi}\frac{k_BT}{\kappa+2k(1-\cos p)}
=\frac{k_BT}{\sqrt{\kappa(\kappa+4k)}}. \tag{19}
\]
A Gaussian displacement multiplies the mean cosine by \(\exp[-(2\pi/b)^2\langle u^2\rangle/2]\). At a 600 K anneal the rms displacement is 0.019 nm and the factor is 0.91. Since \(f_c\propto\sqrt V\), the threshold drops to about 7.15%. This sizes the softening for an isolated row. In a layer, neighbouring rows restrain each other, so the motion along a row and the drop in threshold are smaller. Nor is the estimate a theory of the transition at finite temperature. With rough expansion coefficients of 17 and \(7\times10^{-6}\) per kelvin, the misfit shrinks in magnitude from 5.54% at 300 K to 5.25%.

## What the numbers decide

The corrugation is a very uncertain input: the barrier for one hopping atom stands in for the corrugation felt by a whole layer. Halving it gives a threshold of 5.30%, and doubling it gives 10.6%. Two layers that move rigidly together have twice the stiffness; with \(V\) held fixed, their threshold is also 5.30%. The half-barrier and two-layer values both lie below the 5.54% misfit.

For the real interface, then, the simple model does not settle whether one copper layer is coherent. Biaxial misfit alone moves the threshold below the misfit, anharmonicity alone moves it further above, and the barrier is uncertain by enough to do either. The corrections were taken one at a time, and their combined effect does not follow from adding them. Steps, defects and exchange of atoms with a supply are also absent.

For the choice of cell, (8) is a useful screen when the walls are wide and \(C\) and \(V\) have been computed for the layer itself. On a hexagonal surface, \(V\) should come from the lowest sliding path, which leads from one hollow over a bridge to the next. A straight slide along an atomic row passes closer to the tops of the substrate atoms and can greatly overstate \(V\). If the misfit is far below the threshold after division by \(1+\nu\), the coherent cell is the reasonable start, bearing in mind that (8) and (16) cover parallel straight walls only and omit the crossing energies of wall networks. With a margin like the present one, both cells are needed. They hold different numbers of film atoms per substrate period, so the energy of the bare substrate slab must first be subtracted from each, and the remainders compared per film atom. This comparison holds for a fixed number of film atoms with bare substrate to spare; a layer fed by a supply must be compared at the supply's chemical potential. The numerical output below lists the inputs and each corrected threshold.

## Computed results

```
INPUTS (rough typical values)
natural film spacing: 0.256 nm
substrate period b: 0.271 nm
layer thickness: 0.21 nm
film Young modulus: 130 GPa
film Poisson ratio: 0.5 (none)
barrier per atom: 0.1 eV
substrate plane-strain modulus: 480 GPa
Morse steepness g: 3.5 (none)
film thermal expansion: 17 1e-6/K
substrate thermal expansion: 7 1e-6/K
room temperature: 300 K
anneal temperature: 600 K
MODEL RESULTS
area per atom: 0.0636 nm^2
corrugation amplitude V: 0.126 J/m^2
layer stiffness C: 36.4 N/m
square root of V/C: 0.05882 (none)
misfit f: -5.535 %
threshold f_c: 7.49 %
size of f over f_c: 0.739 (none)
edge stability limit: 11.76 %
wall length l: 0.7332 nm
wall energy: 4.611 eV/nm
misfit work: 3.408 eV/nm
net wall cost: 1.203 eV/nm
net wall cost per row: 0.2824 eV
layer tension, uniaxial: 2.015 N/m
same tension as stress: 9.594 GPa
CHECK CHAIN, sqrt(V/C) = 0.01
threshold from relaxed chain: 1.27317 %
threshold from formula: 1.27324 %
THRESHOLD WITH ONE NEGLECTED EFFECT AT A TIME
biaxial misfit: 4.993 %
Morse springs, first order: 8.701 %
Morse springs, full: 9.006 %
discrete atoms: 7.475 %
discrete, two wells per repeat: 7.43 %
elastic substrate: 7.148 %
thermal softening at anneal: 7.146 %
two layers moving together: 5.296 %
barrier halved: 5.296 %
barrier doubled: 10.59 %
OTHER THERMAL NUMBERS
misfit at anneal: -5.252 %
rms displacement at anneal: 0.0187 nm
factor on V at anneal: 0.9103 (none)
```
